# Exchange energy of 14, 38 and 54 electrons in a cubic cell

## Question

$N$ electrons, half of each spin, occupy plane waves in a periodic cubic cell of side $L$ with a uniform neutralizing background. The orbitals are $L^{-3/2}e^{i\mathbf k\cdot\mathbf r}$ with $\mathbf k=2\pi\mathbf n/L$ and integer vectors $\mathbf n$. For $N=14$, 38 and 54 the occupied vectors are those with $|\mathbf n|^2\le 1$, 2 and 3. The dimensionless density parameter $r_s$ is defined by $L^3=N\,\frac{4\pi}{3}(r_sa_0)^3$, where $a_0$ is the Bohr radius.

**(a)** Derive the exchange energy per electron when the divergent terms $\mathbf k=\mathbf k'$ are left out. Evaluate the lattice sum it contains for the three cells.

**(b)** Derive the Madelung term that replaces the omitted terms, and state how its constant can be computed.

**(c)** Show that the infinite gas has the exchange energy $-0.4582/r_s$ Hartree per electron.

**(d)** Compute the exchange energies of the three cells with and without the Madelung term, taking $r_s=2$, and compare them with (c).

**(e)** Find how the error that remains after the Madelung correction depends on $N$, and judge whether the result describes the three cells.

Correlation is left out throughout: the state is a single determinant of the stated plane waves.

## Model answers

### (a) The sum without the divergent terms

Let $v_P(\mathbf r)$ be the interaction energy of one electron with another, including the second electron's periodic images and their background. It obeys

$$-\nabla^2v_P=\frac{e^2}{\varepsilon_0}\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big],$$

where $\mathbf R$ runs over the lattice of cells. Multiplying by $e^{-i\mathbf G\cdot\mathbf r}$ and integrating over a cell gives $G^2\tilde v_P(\mathbf G)=e^2/\varepsilon_0$ for $\mathbf G\neq0$. The equation leaves the average of $v_P$ free. Leaving out the divergent term means setting $\tilde v_P(0)=0$, so $v_P$ has zero average.

The exchange energy of a determinant is

$$E_x=-\frac12\sum_\sigma\sum_{\mathbf k,\mathbf k'}\frac1{L^6}\iint e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}\,v_P(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

One integration gives $L^3$ and the other gives $\tilde v_P(\mathbf k-\mathbf k')$. With $\mathbf k-\mathbf k'=2\pi(\mathbf n-\mathbf m)/L$, each integral with $\mathbf n\ne\mathbf m$ is therefore

$$\frac{e^2}{\varepsilon_0L^3}\,\frac{L^2}{4\pi^2|\mathbf n-\mathbf m|^2}=\frac{e^2}{4\pi\varepsilon_0L}\,\frac1{\pi|\mathbf n-\mathbf m|^2}.$$

The two spins cancel the factor $\frac12$. Division by $N$ gives the energy per electron

$$w_{\rm raw}=-\frac{e^2}{4\pi\varepsilon_0L}\,\frac{S}{\pi N},\qquad S=\sum_{\mathbf n\ne\mathbf m}\frac1{|\mathbf n-\mathbf m|^2},$$

where $S$ runs over ordered pairs of occupied vectors.

**$N=14$.** The seven vectors are the origin and six of type $(1,0,0)$. The origin forms 6 pairs at squared distance 1. The six others form 12 pairs at 2 and 3 opposite pairs at 4. Each pair counts twice:

$$S=2\left(6+\tfrac{12}{2}+\tfrac34\right)=25.5.$$

**$N=38$.** Twelve vectors of type $(1,1,0)$ are added. The new pairs are as follows.

- With the origin: 12 pairs at squared distance 2.
- With the type $(1,0,0)$: each new vector has 2 partners at 1, 2 at 3 and 2 at 5, which makes 24 pairs at each distance.
- Among themselves: each has 4 partners at 2, 2 at 4, 4 at 6 and 1 at 8. Halving to avoid double counting gives 24, 12, 24 and 6 pairs.

Adding the pairs of the smaller set gives

$$S=2\left(30+\tfrac{48}2+\tfrac{24}3+\tfrac{15}4+\tfrac{24}5+\tfrac{24}6+\tfrac68\right)=150.6.$$

**$N=54$.** The 27 vectors are all those with components $-1,0,1$. A difference $\mathbf q$ occurs $\prod_i(3-|q_i|)$ times, because each component can be placed independently. Collecting equal $|\mathbf q|^2$,

$$S=108+\tfrac{144}2+\tfrac{64}3+\tfrac{54}4+\tfrac{144}5+\tfrac{96}6+\tfrac{36}8+\tfrac{48}9+\tfrac8{12}=270.133.$$

### (b) The Madelung term

Consider the exchange hole around an electron, with $N_\sigma=N/2$:

$$n_x(\mathbf r)=-\frac1{N_\sigma L^3}\Big|\sum_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf r/L}\Big|^2.$$

Expanding the square and integrating over the cell leaves the $N_\sigma$ terms with $\mathbf n=\mathbf m$, each equal to $L^3$. Hence $\int n_x\,d^3r=-1$. The same expansion shows that $\frac12\int n_xv_P\,d^3r$ equals $w_{\rm raw}$.

In an infinite system the hole interacts with its electron through $e^2/(4\pi\varepsilon_0r)$. The periodic interaction differs from this even at small $r$:

$$v_P(\mathbf r)=\frac{e^2}{4\pi\varepsilon_0}\left[\frac1r+\frac{\xi}{L}+O\!\left(\frac{r^2}{L^3}\right)\right].$$

The constant $\xi$ describes the potential of the images and the background at the position of the charge. Subtracting it restores the correct interaction at short distance. Since the hole integrates to $-1$, the energy changes by

$$\frac12(-1)\left(-\frac{e^2\xi}{4\pi\varepsilon_0L}\right)=+\frac{e^2\xi}{8\pi\varepsilon_0L},$$

and therefore

$$w_{\rm M}=\frac{e^2}{4\pi\varepsilon_0L}\left(-\frac S{\pi N}+\frac\xi2\right).$$

The correction is approximate as a route to the infinite gas for two reasons: the terms of order $r^2/L^3$ in the interaction remain, and the hole of the finite cell differs from the hole of the infinite gas. Part (e) treats their combined effect.

To compute $\xi$, set $L=1$ and divide space into neutral cubes, each a unit point charge at the centre of a uniform charge $-1$. By cubic symmetry the dipole, quadrupole and octupole vanish. The potential $\phi$ of a cube thus falls at least as fast as $r^{-5}$, and the sum over cubes converges.

This sum does not have zero average. Its average over a cell equals the integral of $\phi$ for one cube over all space. Using $\nabla^2r^2=6$, two integrations by parts and $-\nabla^2\phi=4\pi\rho$,

$$\int\phi\,d^3r=\frac16\int r^2\nabla^2\phi\,d^3r=-\frac{2\pi}3\int r^2\rho\,d^3r=\frac\pi6.$$

The last step holds because the point charge contributes nothing and the background contributes $-3\cdot\frac1{12}=-\frac14$. Subtracting the average gives

$$\xi=\lim_{M\to\infty}\Big[\sum_{\mathbf n\ne0,\ |n_i|\le M}\frac1{|\mathbf n|}-b(2M+1)^2\Big]-\frac\pi6,$$

where $b$ is the integral of $1/r$ over a unit cube centred on the origin. The square appears because this integral scales as the side squared. The numerical check gives $-2.83730$ from this sum and $\xi=-2.837297$ from an Ewald sum. As $\xi$ is negative, the Madelung term strengthens the exchange.

### (c) The infinite gas

Now all states with $k<k_F$ are filled. With $x=k_Fr$, the density matrix of one spin is

$$\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}=\frac1{2\pi^2}\int_0^{k_F}\!k^2\frac{\sin kr}{kr}\,dk=\frac{k_F^3}{2\pi^2}\,\frac{j_1(x)}x,$$

where $j_1(x)=(\sin x-x\cos x)/x^2$. The density of one spin is $n/2=k_F^3/(6\pi^2)$. The hole is minus the squared density matrix divided by this density:

$$n_x=-\frac n2\left[\frac{3j_1(x)}x\right]^2.$$

The exchange energy per electron is

$$w_\infty=\frac12\,\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty4\pi r\,n_x\,dr=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}x\,dx.$$

For the integral, use $j_0=\sin x/x$, with $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Then

$$(j_0^2+j_1^2)'=-2j_0j_1+2j_0j_1-\frac{4j_1^2}x=-\frac{4j_1^2}x.$$

Since $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, the integral is $\frac14$. Inserting $n=k_F^3/(3\pi^2)$,

$$w_\infty=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{3k_F}{4\pi}.$$

The definition of $r_s$ gives $n=3/[4\pi(r_sa_0)^3]$, so $k_Fr_sa_0=(9\pi/4)^{1/3}$. One Hartree is $e^2/(4\pi\varepsilon_0a_0)$, and thus

$$w_\infty=-\frac3{4\pi}\left(\frac{9\pi}4\right)^{1/3}\frac1{r_s}\ \text{Hartree}=-\frac{0.4582}{r_s}\ \text{Hartree}.$$

### (d) The three cells

Since $L=(4\pi N/3)^{1/3}r_sa_0$, the product of $r_s$ and the energy depends on $N$ but not on the density:

$$r_sw_{\rm M}=\frac{-S/(\pi N)+\xi/2}{(4\pi N/3)^{1/3}}\ \text{Hartree}.$$

For $N=14$ the two values are

$$r_sw_{\rm raw}=-\frac{25.5/(14\pi)}{(56\pi/3)^{1/3}}=-0.1492\ \text{Hartree},$$

$$r_sw_{\rm M}=-\frac{25.5/(14\pi)+2.837297/2}{(56\pi/3)^{1/3}}=-0.5144\ \text{Hartree}.$$

The other cells follow in the same way. The percentages give the change in the magnitude of the exchange relative to the infinite gas.

| $N$ | $r_sw_{\rm raw}$ (Hartree) | $r_sw_{\rm M}$ (Hartree) | raw | with Madelung |
|---|---|---|---|---|
| 14 | $-0.1492$ | $-0.5144$ | $-67.4\%$ | $+12.3\%$ |
| 38 | $-0.2328$ | $-0.4945$ | $-49.2\%$ | $+7.9\%$ |
| 54 | $-0.2613$ | $-0.4942$ | $-43.0\%$ | $+7.9\%$ |

These percentages hold at every $r_s$ within this model. At $r_s=2$ the cell sides are 0.411, 0.574 and 0.645 nm. The total exchange energies of the cells are:

| $N$ | total, raw (Hartree) | total, with Madelung (Hartree) |
|---|---|---|
| 14 | $-1.045$ | $-3.601$ |
| 38 | $-4.423$ | $-9.396$ |
| 54 | $-7.056$ | $-13.343$ |

Per electron, the corrected energies are $-0.2572$, $-0.2473$ and $-0.2471$ Hartree, or $-7.00$, $-6.73$ and $-6.72$ eV. The infinite gas has $-0.2291$ Hartree, or $-6.23$ eV.

Without the Madelung term between 43% and 67% of the exchange is missing. With it, the exchange is too strong by roughly a tenth. None of these cells reproduces $-0.4582/r_s$, which is the limit $N\to\infty$.

### (e) The remaining error

Let $c(\mathbf q)$ be the fraction of occupied vectors $\mathbf n$ for which $\mathbf n+\mathbf q$ is also occupied. Then $S=N_\sigma\sum_{\mathbf q\ne0}c(\mathbf q)/q^2$, and with $N=2N_\sigma$

$$w_{\rm M}=\frac{e^2}{4\pi\varepsilon_0L}\Big[-\frac1{2\pi}\sum_{\mathbf q\ne0}\frac{c(\mathbf q)}{q^2}+\frac\xi2\Big].$$

For the infinite gas the sum becomes an integral and the $\xi$ term is absent. The error is therefore set by the difference between a lattice sum and an integral.

For large $N$, replace the occupied set by a sphere of radius $R=k_FL/2\pi$. This keeps the smooth dependence on $N$ and drops the irregularities of individual shells. Shifting the sphere by a small $q$ uncovers a volume equal to $q$ times its cross-section $\pi R^2$, so

$$c(q)\approx1-\frac{\pi R^2q}{4\pi R^3/3}=1-aq,\qquad a=\frac3{4R}.$$

The function $c/q^2$ thus has the singular parts $1/q^2$ and $-a/q$ at the origin. The sum-minus-integral difference is needed for each. In both cases a smooth cutoff $g(q/R)$, equal to 1 near $q=0$, makes the sum and the integral finite.

**The part $1/q^2$.** In Fourier form,

$$v_P-\frac{e^2}{4\pi\varepsilon_0r}=\frac{e^2}{4\pi\varepsilon_0L}\,\frac1\pi\Big[\sum_{\mathbf q\ne0}-\int d^3q\Big]\frac{e^{2\pi i\mathbf q\cdot\mathbf r/L}}{q^2}.$$

As $r\to0$ the left side tends to $e^2\xi/(4\pi\varepsilon_0L)$. The cutoff averages this smooth function over a region of size about $L/R$ around $r=0$, which shrinks relative to the cell. The difference is therefore $\pi\xi$.

**The part $1/q$.** Regard the integer vectors as sites of unit charges with spacing 1. The sum of $g/|\mathbf x-\mathbf q|$ over all sites, with $g$ now cutting off in $|\mathbf x-\mathbf q|$, minus its integral, is a periodic function of $\mathbf x$ with zero average. Its other Fourier coefficients tend to $4\pi/G^2$ as the cutoff widens. It is thus the zero-average potential of part (b) in units $L=1$. Removing the site at the origin and letting $\mathbf x\to0$ gives the difference $\xi$.

Combining the two parts to leading order,

$$w_{\rm M}-w_\infty\approx\frac{e^2}{4\pi\varepsilon_0L}\Big[-\frac1{2\pi}(\pi\xi-a\xi)+\frac\xi2\Big]=\frac{e^2}{4\pi\varepsilon_0L}\,\frac{a\xi}{2\pi}.$$

The Madelung term has cancelled the leading error, which is proportional to $1/L$ and hence to $N^{-1/3}$. Inserting $a=3\cdot2\pi/(4k_FL)$,

$$w_{\rm M}-w_\infty\approx\frac{e^2}{4\pi\varepsilon_0}\,\frac{3\xi}{4k_FL^2}.$$

This is proportional to $N^{-2/3}$, and it is negative because $\xi<0$: the corrected exchange is too strong, as found in (d). In terms of $r_s$,

$$N^{2/3}r_s(w_{\rm M}-w_\infty)\approx\frac{3\xi}{4(9\pi/4)^{1/3}(4\pi/3)^{2/3}}=-0.427\ \text{Hartree}.$$

The three cells give $-0.327$, $-0.411$ and $-0.514$ Hartree for the left side. The formula has the right sign and size, but it does not describe the step from 38 to 54 electrons. It would reduce the error by the factor $(38/54)^{2/3}\approx0.79$, whereas the computed error hardly changes. Replacing the occupied set by a sphere dropped the irregularities of individual shells, and the formula cannot follow them. Deviations from $-0.427$ Hartree nearly as large as that of $N=54$ also occur among the much larger shells considered next.

The numerical check also treats 42 closed shells with 15,618 to 23,674 electrons. Their mean for the left side is $-0.430$ Hartree, against the predicted $-0.427$ Hartree. The mean depends on the range of shells chosen: other ranges of large shells give values between about $-0.42$ and $-0.43$ Hartree, so the agreement holds to 1 to 2%. Individual shells range from $-0.501$ to $-0.378$ Hartree, so considerable scatter persists even at this size. The formula describes the average trend over shells and should not be used as a precise correction for one chosen cell.

In the largest of these cells $r_sw_{\rm M}=-0.4587$ Hartree, close to the limit, while $r_sw_{\rm raw}=-0.4280$ Hartree is still 6.6% too weak. Both sequences approach the same limit, but the omitted Madelung term makes the raw one far slower.

## Computed results

```
Madelung constant xi, Ewald (no unit): -2.837297
Madelung constant xi, direct sum (no unit): -2.83730
Infinite limit of rs*energy: -0.458165 Hartree/electron
Chosen rs (no unit): 2.0
Infinite limit at this rs: -0.22908 Hartree/electron = -6.234 eV/electron
N = 14 electrons
  cell side L: 0.41118 nm
  pair sum S (no unit): 25.50000
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.14923, -0.51438 Hartree/electron
  energy without Madelung: -0.07462 Hartree/electron
  Madelung term: -0.18257 Hartree/electron
  energy with Madelung: -0.25719 Hartree/electron = -6.998 eV/electron
  total without, with Madelung: -1.0446, -3.6006 Hartree
  strength relative to limit, without, with: -67.43, +12.27 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.3265 Hartree
N = 38 electrons
  cell side L: 0.57357 nm
  pair sum S (no unit): 150.60000
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.23277, -0.49454 Hartree/electron
  energy without Madelung: -0.11639 Hartree/electron
  Madelung term: -0.13088 Hartree/electron
  energy with Madelung: -0.24727 Hartree/electron = -6.729 eV/electron
  total without, with Madelung: -4.4227, -9.3963 Hartree
  strength relative to limit, without, with: -49.19, +7.94 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.4112 Hartree
N = 54 electrons
  cell side L: 0.64485 nm
  pair sum S (no unit): 270.13333
  hole integral: -1.000000 electrons
  rs*energy without, with Madelung: -0.26134, -0.49418 Hartree/electron
  energy without Madelung: -0.13067 Hartree/electron
  Madelung term: -0.11642 Hartree/electron
  energy with Madelung: -0.24709 Hartree/electron = -6.724 eV/electron
  total without, with Madelung: -7.0562, -13.3427 Hartree
  strength relative to limit, without, with: -42.96, +7.86 %
  N^(2/3)*rs*(energy with Madelung - limit): -0.5145 Hartree
Predicted large-N value of that remainder: -0.4267 Hartree
Mean over 42 large closed shells: -0.4303 Hartree
Range over these shells: -0.5014 to -0.3781 Hartree
Their electron numbers: 15618 to 23674
Largest cell, rs*energy without, with Madelung: -0.42801, -0.45866 Hartree/electron
Structure factor at q = 2 pi/L, counted, linear law (no unit): 0.05348, 0.05305
```
